# Three-Body Recombination: The T^(-9/2) Law and Its Energy Bottleneck

**Question.** In a cold, dilute hydrogen plasma, two electrons meet near a proton; one is captured and the other carries away the energy. How large is the rate of this process, how does it scale with temperature and density, and how deeply must the captured electron be bound before it is more likely to stay than to be knocked out again?

**Answer.**

## Setting and units

Let $n$ be the density of free electrons and $T$ their temperature, expressed as an energy, so that $T$ stands for $kT$. The electrons have a Maxwell distribution and the protons are fixed. The algebra is in atomic units: electron mass, elementary charge and $\hbar$ equal one, and the potential energy of an electron at distance $r$ from a proton is $-1/r$. The recombination rate per proton is written $Kn^2$, since two electrons must take part.

The motion is treated classically. This requires $T$ to be far below the ionization energy of hydrogen, so that the decisive orbits have large quantum numbers. Radiation, external fields and screening by the plasma are left out.

## Thomson's estimate

An electron far from the proton has mean kinetic energy $3T/2$. If an electron with this kinetic energy sits at a distance $r$ where $1/r>3T/2$, its total energy is negative. A collision that returns an infalling electron to thermal kinetic energy inside this distance therefore leaves it bound. The capture radius follows:

$$\frac1{r_T}=\frac{3T}{2},\qquad r_T=\frac{2}{3T}.$$

The mean number of electrons inside the sphere, ignoring the pull of the proton on the density, is $\frac{4\pi}{3}nr_T^3$. Further electrons enter at the rate $n\bar v\,\pi r_T^2$, where $\bar v=\sqrt{8T/\pi}$ is the mean speed. If each entry during an occupation counts as one capture, the rate is the product of the two, and

$$K_T=\frac{4\pi^2}{3}\,r_T^5\,\bar v
=\frac{4\pi^2}{3}\left(\frac23\right)^5\sqrt{\frac8\pi}\;T^{-5}\,T^{1/2}
=2.77\,T^{-9/2}.$$

Five powers of $1/T$ come from the size of the sphere, three for finding one electron in it and two for the target seen by the other. The speed gives back half a power.

The numerical factor is soft: choosing $1/r_T=T$ instead would multiply $K_T$ by $(3/2)^5\approx7.6$. The power of $T$ is firmer. With $m$ and $e$ restored (Gaussian units), a classical theory has one length, $e^2/T$, and one speed, $\sqrt{T/m}$. A coefficient with the dimension length$^6$/time must then be

$$K=C\left(\frac{e^2}{T}\right)^5\sqrt{\frac Tm}=C\,\frac{e^{10}}{m^{1/2}\,T^{9/2}},$$

with $C$ a pure number. This holds as long as neither $\hbar$, nor the ground-state energy, nor a screening length enters $K$.

## Captures that are undone

Thomson's argument counts first captures. A newly bound electron is typically bound by less than $T$, and the next collision can free it. To follow its fate, let $E$ be its binding energy and $\varepsilon=E/T$. Larger $\varepsilon$ means deeper; "up" means towards ionization.

The reference is the population that bound states would have in equilibrium with the free electrons. Per proton, the phase-space density is $n(2\pi T)^{-3/2}e^{-H/T}$, with $H=p_e^2/2-1/r$ and $p_e$ the electron momentum. The volume of the energy shell $H=-E$ is

$$\int d^3r\,d^3p_e\,\delta(H+E)=16\pi^2\int_0^{1/E}r^2\sqrt{2\left(\tfrac1r-E\right)}\,dr .$$

The substitution $r=s/E$ turns this into

$$\frac{16\sqrt2\,\pi^2}{E^{5/2}}\int_0^1s^{3/2}(1-s)^{1/2}ds
=\frac{16\sqrt2\,\pi^2}{E^{5/2}}\cdot\frac{\pi}{16}=\frac{\sqrt2\,\pi^3}{E^{5/2}} .$$

Multiplying by $n(2\pi T)^{-3/2}e^{E/T}$, and by $T$ to pass from $dE$ to $d\varepsilon$, gives

$$f(\varepsilon)=\frac{\pi^{3/2}}{2}\,\frac{n}{T^3}\,\varepsilon^{-5/2}e^{\varepsilon}.$$

## A model for the collisions

The collision law is an assumption, chosen to be simple and to have the right scales. An orbit of binding energy $E$ reaches out at most to $r=1/E$, so the target area is taken as $\pi/E^2$. An incoming electron of energy $w$ that hits it hands over an energy $\Delta$ distributed uniformly between $0$ and $w$. Distant, soft encounters are neglected, and the angular momenta of the orbits are taken to be well mixed.

Among electrons arriving at a target, the energy distribution is $(w/T^2)e^{-w/T}dw$, the extra factor $w$ coming from $v^3dv=2w\,dw$. The rate per unit $\Delta$ is therefore

$$n\bar v\frac{\pi}{E^2}\int_\Delta^\infty\frac{w}{T^2}e^{-w/T}\,\frac{dw}{w}
=n\bar v\frac{\pi}{E^2}\,\frac{e^{-\Delta/T}}{T}.$$

In the variable $\varepsilon$, an electron at $y$ moves up to $x<y$ at the rate

$$W(y\to x)=\nu(y)\,e^{-(y-x)},\qquad \nu(y)=\frac{n\bar v\,\pi}{y^2T^2},$$

where negative $x$ means that it is free. Integrating over all $x<y$ gives the total upward rate $U(\varepsilon)=\nu(\varepsilon)$.

In equilibrium each process is balanced by its reverse, so the downward rates are not free to choose. The equilibrium traffic between $x$ and a deeper $y$, equal in both directions, is

$$S(x,y)=f(y)W(y\to x)=F\,e^{x}\,y^{-p-1},\qquad p=\tfrac72,\qquad F=\sqrt2\,\pi^2n^2T^{-9/2}.$$

The constant $F$ collects $\frac{\pi^{3/2}}2\cdot\pi\sqrt{8/\pi}=\sqrt2\,\pi^2$ and the powers $T^{-3}\,T^{-2}\,T^{1/2}$. Dividing by $f(x)$ gives the downward rate from $x$ to $y$. Its total is

$$D(\varepsilon)=\nu(\varepsilon)\,\varepsilon^{p+1}\int_\varepsilon^\infty y^{-p-1}dy=\nu(\varepsilon)\,\frac{\varepsilon}{p}.$$

## Where the rates balance

The ratio $D/U=\varepsilon/p$ settles the competition. Upward collisions win for $\varepsilon<p$, downward collisions win for $\varepsilon>p$, and they balance at

$$\varepsilon=p=3.5 .$$

This point is also the narrowest place on the way down. The one-way equilibrium traffic through a cut at $\varepsilon$ is

$$R(\varepsilon)=\int_{-\infty}^{\varepsilon}dx\int_\varepsilon^\infty dy\,S(x,y)=\frac Fp\,\varepsilon^{-p}e^{\varepsilon}.$$

Moving the cut deeper adds the downward jumps that start at $\varepsilon$ and removes those that end there. By detailed balance the latter equal the upward jumps from $\varepsilon$, so

$$\frac{dR}{d\varepsilon}=f(\varepsilon)\,[D(\varepsilon)-U(\varepsilon)].$$

This relation needs detailed balance but not the special form of the model. Where $D$ overtakes $U$, the traffic has a minimum. Shallow of it, the traffic is large because weakly bound states fill a large phase-space volume and are large targets; deep of it, because the Boltzmann factor favours strongly bound states.

## The net rate

The one-way equilibrium traffic overstates recombination, since not every downward crossing is a new and lasting capture. Let $q(\varepsilon)$ be the chance that an atom at $\varepsilon$ goes down for good before it is ionized. Then $q=0$ for free electrons and $q\to1$ at great depth.

In the steady state with atoms removed at the bottom, the population is $f(1-q)$. Indeed, because $S$ is the same in both directions, the condition that gains equal losses for $f\cdot h$ is that the sum of $S$ times the differences of $h$ vanishes. The chance $q$ obeys the same condition, and $h=1-q$ has the required end values: one for free electrons, zero at the bottom.

Define the average of $q$ over the states shallower than $\varepsilon$ and over those deeper, with the weights found in $S$:

$$u(\varepsilon)=\int_0^\varepsilon e^{x-\varepsilon}q(x)\,dx,\qquad
w(\varepsilon)=p\,\varepsilon^p\int_\varepsilon^\infty y^{-p-1}q(y)\,dy .$$

Free electrons belong to the first average but contribute zero. The net downward flux is the traffic weighted with the difference of populations,

$$J=R(\varepsilon)\,[w(\varepsilon)-u(\varepsilon)],$$

and it has the same value at every cut, because nothing accumulates between cuts. The chance at $\varepsilon$ is the average over the next jump:

$$q=\frac{Uu+Dw}{U+D}=\frac{pu+\varepsilon w}{p+\varepsilon}.$$

Differentiating $u$ gives $u'=q-u$. Inserting $q$, and then $w-u=J/R$, one finds

$$u'=\frac{\varepsilon}{p+\varepsilon}(w-u)=\frac{pJ}{F}\,g(\varepsilon),\qquad g(t)=\frac{t^{p+1}e^{-t}}{p+t}.$$

Since $u(0)=0$ and $u(\infty)=1$, integration fixes the flux. With $I=\int_0^\infty g\,dt$,

$$J=\frac{F}{pI},\qquad K=\frac{J}{n^2}=\frac{\sqrt2\,\pi^2}{pI}\,T^{-9/2},\qquad
q(\varepsilon)=\frac1I\left[\int_0^\varepsilon g\,dt+g(\varepsilon)\right].$$

Numerical quadrature gives $I=6.20$, hence $K=0.643\,T^{-9/2}$. The power is Thomson's; the coefficient is smaller by a factor 4.3. That factor should not be read as the fraction of captures undone, because Thomson's coefficient depends on the chosen radius. Within the model, the smallest one-way equilibrium traffic is 2.56 times the net flux. Not all of this excess is recrossing, because in equilibrium some electrons return from deep states that are empty during recombination. With the steady-state population $f(1-q)$, the downward traffic through the same cut is $R(1-u)$, or 1.85 times the net flux: for each lasting capture there are, on average, 1.85 downward crossings, some of them made by electrons that are later ionized.

Two limits show how sharply the fate is decided. For small $\varepsilon$, $g\approx\varepsilon^{p+1}/p$ exceeds its own integral, and

$$q\approx\frac{\varepsilon^{9/2}}{pI},$$

so weakly bound atoms almost never survive. The form holds only for $\varepsilon\ll1$; at $\varepsilon=1$ it is already about three times too large. For large $\varepsilon$, write $1-q=\frac1I\int_\varepsilon^\infty(g+g')\,dt$. Here

$$g+g'=g\left[\frac{p+1}{t}-\frac1{p+t}\right]\approx p\,t^{p-1}e^{-t},
\qquad 1-q\approx\frac{p\,\varepsilon^{p-1}e^{-\varepsilon}}{I}.$$

Loss from deep states is exponentially rare.

## Numbers for a cold plasma

Take $T=0.01$ eV and $n=10^{-15}$ Å$^{-3}$. The capture radius is $r_T=960$ Å and the mean speed is $6.69\times10^{14}$ Å/s. The mean number of electrons in the sphere is

$$\frac{4\pi}{3}\,(10^{-15})(960)^3=3.7\times10^{-6},$$

so the plasma is dilute in the sense required. Electrons enter the sphere at the rate

$$(10^{-15})(6.69\times10^{14})\,\pi\,(960)^2=1.94\times10^6\ \text{s}^{-1}.$$

The product is Thomson's rate, 7.2 per second and proton. The model reduces it by the ratio of coefficients:

$$7.18\times\frac{0.643}{2.765}=1.67\ \text{s}^{-1}.$$

Division by $n^2=10^{-30}$ Å$^{-6}$ gives $K\approx1.7\times10^{30}$ Å$^6$/s, or $1.7\times10^{-18}$ cm$^6$/s. With collisions alone, a proton thus waits about 0.6 s. Doubling the density shortens this fourfold; doubling the temperature multiplies the rate by $2^{-9/2}=0.044$.

The balance lies at a binding energy of 0.035 eV. The principal quantum number there is about 20, and the orbit reaches out to 411 Å. The competing rates and the chance of survival are:

| $\varepsilon$ | up (s$^{-1}$) | down (s$^{-1}$) | $q$ |
|---|---|---|---|
| 1 | $4.4\times10^6$ | $1.2\times10^6$ | 0.02 |
| 2 | $1.1\times10^6$ | $6.2\times10^5$ | 0.14 |
| 3.5 | $3.6\times10^5$ | $3.6\times10^5$ | 0.47 |
| 5 | $1.7\times10^5$ | $2.5\times10^5$ | 0.75 |
| 8 | $6.8\times10^4$ | $1.6\times10^5$ | 0.96 |

Both rates fall with depth because the atom shrinks, but the upward rate falls faster. Even odds, $q=1/2$, occur at $\varepsilon=3.62$, slightly deeper than the balance. The two points need not coincide: at $\varepsilon=p$ the chance is $q=(u+w)/2$, and nothing forces $u+w$ to equal one.

## How firm is the position of the bottleneck?

The position depends on how the effective target area shrinks with binding. Let the area be $(\pi/E^2)\,\varepsilon^{2-s}$, which varies as $E^{-s}$ at fixed $T$. The traffic then contains $y^{-5/2-s}$, so $p=s+\frac32$, and the derivation is otherwise unchanged. For $s=1.5$, 2 and 2.5 the balance lies at 3, 3.5 and 4, and even odds at 3.1, 3.6 and 4.1. The factor $\varepsilon^{2-s}$ brings in no new energy scale, so the law $T^{-9/2}$ survives. The coefficient is far more sensitive: $KT^{9/2}$ is 1.44, 0.643 and 0.275 for the three choices.

The bottleneck is thus a few $T$ below threshold, between about $3T$ and $4T$ for these choices. This range shows the sensitivity to one assumption; it is not an error bar. A sharper value, and a reliable coefficient, would require the actual three-body trajectories, including the soft encounters omitted here.

## Where the law fails

The first limit is the discreteness of the levels. It can be examined by keeping the same collision law but replacing the continuum of binding energies by the hydrogen levels $E_N=1/(2N^2)$ with weights $N^2$. Each upward rate is multiplied by the local level spacing, taken as $1/N^3$ at the final level, detailed balance supplies the downward rates, and levels bound by less than about $0.03\,T$ are counted as free. The chances $q$ then follow from a system of linear equations.

At 0.01 eV this gives the continuum value of $K$ to within 0.1 percent, and between 0.005 and 0.02 eV the power of $T$ is $-4.50$. This close agreement holds for a centred spacing such as $1/N^3$; taking instead the gap to the next shallower or the next deeper level shifts $K$ at 0.01 eV by about $-6$ or $+6$ percent and the power to $-4.53$ or $-4.47$. At 1 eV the spacing $1/N^3$ gives only 0.42 of the continuum value, and the two one-sided choices give 0.25 and 1.04, so the result there is set by the convention. The bottleneck quantum number varies as $T^{-1/2}$, so the balance would there fall near $N=2$, where a classical ladder has lost its meaning. The collision model is itself doubtful at that point, so 0.42 signals the breakdown and does not serve as a correction factor.

The second limit is density. If $nr_T^3$ is not small, several electrons share the capture region, the rate is no longer proportional to $n^2$, and screening introduces another length. At the opposite extreme, collisions become so rare that radiative decay can compete at the bottleneck. In the example, the law requires radiative decay there to be slow compared with the collision rate of $3.6\times10^5$ s$^{-1}$. Radiation from much deeper levels does little harm, since those atoms are already almost sure to survive. The rate worked out for the example leaves all radiation out. Its size can be gauged by adding the spontaneous decay rates of hydrogen, averaged over angular momentum and with all photons escaping, to the downward rates of the discrete ladder. At $N=20$ the decay rate is about $2\times10^4$ s$^{-1}$, 6 percent of the collision rate, yet $K$ rises by about 16 percent: the wait drops to about 0.5 s and even odds move to $\varepsilon\approx3.3$. Decay from levels deeper than $8T$ contributes only about 1 percent. At a density a hundred times higher the correction is below 1 percent; at a hundred times lower, the rate is about four times the collisional value and the $n^2$ law no longer holds.

Finally, $T$ has been held fixed. The binding energy released in collisions goes to the free electrons and heats them, and the steep power then slows further recombination. The rate above applies while that heating is negligible or is removed by an outside bath.

Numbers in the example were calculated in double precision.
